\section*{Spreading the Berry phase evenly around a discrete loop of states}

\section{A band computed point by point}

An eigensolver diagonalizes a Bloch Hamiltonian at each $k$ of a mesh and returns each eigenvector with a phase unrelated to that of its neighbours. A Wannier function is a Fourier sum of these vectors, and in one dimension its spread is finite only if they vary continuously and return to their start after one period; the smoother they are, the faster it decays. Each vector can be aligned with the one before it, but the last then misses the first by the Berry phase, and this mismatch must be put somewhere. The algebra is in atomic units; numbers are in eV and \AA.

\section{Eight points on a two-site chain}

The Rice--Mele chain has lattice constant $a$, site A at $0$ with energy $+\Delta$, site B at $\tau=a/2$ with energy $-\Delta$, hopping $-t_1$ from A to B in the same cell and $-t_2$ from B to the next A. The model parameters are $a=3$~\AA, $t_1=1.0$~eV, $t_2=0.6$~eV, $\Delta=0.4$~eV, so $G=2\pi/a=2.094395$~\AA$^{-1}$. A Bloch state has amplitude $e^{ikx}u_\sigma(k)$ on the site at $x=na+\tau_\sigma$ ($\tau_A=0$, $\tau_B=\tau$). The B neighbours of an A site lie at $\tau$ and $\tau-a$, so
\begin{equation}
H_{AB}=-e^{ik\tau}z,\qquad z=t_1+t_2e^{-ika}=|z|e^{i\zeta}.
\end{equation}
The eigenvalues are $\pm E$, $E^2=\Delta^2+|z|^2$. For the lower band try $u=(s\,e^{i\zeta},\,c\,e^{-ik\tau})$ with $s,c\ge0$, $s^2+c^2=1$. The first row of $Hu=-Eu$ gives $|z|c=(E+\Delta)s$. Squaring, using $|z|^2=(E-\Delta)(E+\Delta)$ and dividing by $E+\Delta$ gives $(E-\Delta)c^2=(E+\Delta)s^2$, so $s^2=(1-\Delta/E)/2$. This choice of phase is the reference gauge. Since $s$, $c$, $e^{i\zeta}$ are periodic in $k$, $u_\sigma(k+G)=e^{-iG\tau_\sigma}u_\sigma(k)$, the condition that $k$ and $k+G$ label the same Bloch wave.

Take $k_j=jh$, $h=G/N$, $N=8$, and fix the end of the loop as $u_8=e^{-iG\tau_\sigma}u_0$. The overlaps are
\begin{equation}
M_j=\langle u_j|u_{j+1}\rangle=s_js_{j+1}e^{i(\zeta_{j+1}-\zeta_j)}+c_jc_{j+1}e^{-i\tau h}.
\end{equation}
Keep $\bar u_0=u_0$. The overlap $M_0$ has phase $-0.3541$, so $\bar u_1=e^{+0.3541i}u_1$ makes $\langle\bar u_0|\bar u_1\rangle=|M_0|$. The bra $\langle\bar u_1|$ now carries $e^{-0.3541i}$, so $\langle\bar u_1|u_2\rangle$ has phase $-0.3541-0.3426=-0.6967$, and $\bar u_2=e^{+0.6967i}u_2$. Writing $\bar u_j=e^{i\beta_j}u_j$ and continuing (last digits are rounded separately):
\begin{center}
\begin{tabular}{cccc}
$j$ & $|M_j|$ & $\arg M_j$ & $\beta_{j+1}$\\
0 & 0.9987 & $-0.3541$ & 0.3541\\
1 & 0.9971 & $-0.3426$ & 0.6967\\
2 & 0.9868 & $-0.3051$ & 1.0017\\
3 & 0.9122 & $-0.2100$ & 1.2117\\
4 & 0.9122 & $-0.2100$ & 1.4217\\
5 & 0.9868 & $-0.3051$ & 1.7268\\
6 & 0.9971 & $-0.3426$ & 2.0694\\
7 & 0.9987 & $-0.3541$ & 2.4234
\end{tabular}
\end{center}
The table is symmetric because here $u(-k)=u(k)^*$, so $\langle u(-k-h)|u(-k)\rangle=\sum_\sigma u_\sigma(k+h)u_\sigma(k)^*=\langle u(k)|u(k+h)\rangle$.

All eight overlaps of the $\bar u_j$ are positive, but $\bar u_8=e^{2.4234i}u_8$. The mismatch $\phi_8=2.4234$~rad is removed by taking back one eighth of it per step, $\tilde u_j=e^{-i\phi_8j/8}\bar u_j$. Then $\tilde u_8=u_8$, and every link has phase $-2.423434/8=-0.302929$~rad.

\section{The general algorithm}

Let $|u_j\rangle$, $j=0,\dots,N-1$, be normalized nondegenerate states in arbitrary phases at $\lambda_j=jh$, $L=Nh$, let $|u_N\rangle$ be the closure image of $|u_0\rangle$ (itself, or $e^{-iG\hat x}|u_0\rangle$ for a band), and let all $M_j\neq0$.
\begin{align}
&|\bar u_0\rangle=|u_0\rangle,\quad |\bar u_{j+1}\rangle=e^{-i\arg\langle\bar u_j|u_{j+1}\rangle}|u_{j+1}\rangle,\\
&\phi_N=\arg\langle u_N|\bar u_N\rangle,\\
&|\tilde u_j\rangle=e^{-i\phi_Nj/N}|\bar u_j\rangle .
\end{align}
Because $\langle\bar u_j|u_{j+1}\rangle=e^{-i\beta_j}M_j$, the recursion reads $\beta_{j+1}=\beta_j-\arg M_j$, and from $\beta_0=0$
\begin{equation}
\phi_N=\beta_N=-\sum_j\arg M_j=-\mathrm{Im}\ln\prod_{j=0}^{N-1}M_j\pmod{2\pi}.
\end{equation}
Under $u_j\to e^{i\gamma_j}u_j$ with $\gamma_N=\gamma_0$, $M_j\to e^{i(\gamma_{j+1}-\gamma_j)}M_j$ and the factors cancel in the product. Starting elsewhere permutes the factors cyclically, the unitary closure map leaving each overlap unchanged. So $\phi_N$ depends on neither input phases nor starting point. If $u_N=u_0$ and all states can be chosen real, the product is real and $\phi_N$ is $0$ or $\pi$.

The twisted links are $\langle\tilde u_j|\tilde u_{j+1}\rangle=e^{i\phi_Nj/N}e^{-i\phi_N(j+1)/N}|M_j|=e^{-i\phi_N/N}|M_j|$. In any closed gauge the link phases $\alpha_j\in(-\pi,\pi]$ sum to $-(\phi_N+2\pi m)$ with integer $m$, and the Cauchy--Schwarz inequality gives $\sum_j\alpha_j^2\ge(\phi_N+2\pi m)^2/N$, with equality only for equal $\alpha_j$. In the example the twisted gauge has $2.423434^2/8=0.7341$~rad$^2$ against $0.7598$~rad$^2$ for the reference gauge. Equal link phases fix the gauge up to a global phase and the branch $\phi_N+2\pi m$. Changing $m$ by $N$ multiplies $\tilde u_j$ by $e^{-2\pi ij}=1$, so there are $N$ such gauges. The principal branch has the smallest sum, with a tie at $\phi_N=\pi$.

The recursion is undefined if some $M_j=0$, and an error $\epsilon\ll|M_j|$ in the overlap shifts its phase by up to about $\epsilon/|M_j|$, so small overlaps amplify errors. At a degeneracy the single state is itself undefined. If the loop depends on a second periodic parameter and $\phi_N$, followed continuously, returns changed by $2\pi m$ with $m$ not a multiple of $N$, the twisted gauge returns on another branch and is not periodic in that parameter.

\section{The continuum limit and the mesh error}

For a smooth gauge define $A=i\langle u|u'\rangle$, real because $\langle u|u\rangle=1$ makes $\langle u|u'\rangle$ imaginary. Then $M_j=1-iAh+O(h^2)$ and $\phi_N\to\phi=\int_0^LA\,d\lambda$ in a closed gauge. Under $u\to e^{i\chi}u$, $A\to A-\chi'$, and $D=\partial+iA$ obeys
\begin{equation}
(\partial+iA-i\chi')e^{i\chi}f=e^{i\chi}(\partial+iA)f
\end{equation}
for any $f$, so $g=\langle Du|Du\rangle$ and $\langle Du|D^2u\rangle$ are gauge invariant; also $\langle u|Du\rangle=-iA+iA=0$.

Positive overlaps mean $A=0$. With $P=|u\rangle\langle u|$, differentiating $P\bar u=\bar u$ gives $\bar u'=P'\bar u+P\bar u'$, and $P\bar u'=0$ leaves $\bar u'=P'\bar u$. This linear equation makes $\bar u(\lambda)$ as smooth as $P$. It is reached from a closed gauge with $\chi'=A$, so $\bar u(L)=e^{i\phi}u(L)$, and its periodic continuation jumps by a vector of norm $|e^{i\phi}-1|=2|\sin(\phi/2)|$. The gauge $\tilde u=e^{-i\phi\lambda/L}\bar u$ closes, has $A=\phi/L$, and solves $\tilde u'=(P'-i\phi/L)\tilde u$, an equation that the closure map carries from one period to the next (for a band $P(k+G)=e^{-iG\hat x}P(k)e^{iG\hat x}$), so the solution continued past $L$ is the closure image of the one started at $0$ and all derivatives match at the seam.

To compare mesh and continuum, expand one link of $\bar u(\lambda)$ about its midpoint, with $r=h/2$ and bars dropped:
\begin{align}
\bar M&=\langle u(-r)|u(r)\rangle
=1+r^2\Big[\tfrac12\langle u|u''\rangle+\tfrac12\langle u''|u\rangle-\langle u'|u'\rangle\Big]\nonumber\\
&+r^3\Big[\tfrac16\langle u|u'''\rangle-\tfrac12\langle u'|u''\rangle+\tfrac12\langle u''|u'\rangle-\tfrac16\langle u'''|u\rangle\Big]+\dots
\end{align}
The term linear in $r$, $\langle u|u'\rangle-\langle u'|u\rangle$, vanishes. Since $r\to-r$ conjugates $\bar M$, even orders are real and odd orders imaginary. Differentiating $\langle u|u'\rangle=0$ once gives $\langle u|u''\rangle=-\langle u'|u'\rangle=-g$, so the $r^2$ bracket is $-2g$ and $|M|=1-gh^2/2+O(h^4)$. Differentiating again gives $\langle u''|u'\rangle+2\langle u'|u''\rangle+\langle u|u'''\rangle=0$. With $X=\mathrm{Im}\langle u'|u''\rangle$ its imaginary part is $-X+2X+\mathrm{Im}\langle u|u'''\rangle=0$, so $\mathrm{Im}\langle u|u'''\rangle=-X$. The $r^3$ bracket is then $i(-X/3-X)=-4iX/3$, and with $r^3=h^3/8$
\begin{equation}
\arg\bar M=-\tfrac16h^3X+O(h^5).
\end{equation}
The last ket carries the extra factor $e^{i\phi}$, so $\prod\bar M_j=e^{i\phi}\prod M_j$ and $\phi_N=\phi-\sum_j\arg\bar M_j$. For $A=0$, $D=\partial$, so $X=\mathrm{Im}\langle Du|D^2u\rangle$ in any gauge. The midpoint sum $h\sum_jX_j$ equals the integral up to $O(h^2)$, hence
\begin{equation}
\phi_N=\phi+\frac{h^2}{6}C+O(h^4),\qquad C=\int_0^L\mathrm{Im}\langle Du|D^2u\rangle\,d\lambda .
\end{equation}
The partial sums show likewise that $\bar u_j$ differs from $\bar u(\lambda_j)$ by a phase $O(h^2)$. The expansion needs $P$ to be smooth and $h$ to be small against the scale on which $P$ and its derivatives vary; $gh^2\ll1$ alone does not ensure this. It can fail when a gap closes on the loop, where $P$ need not be smooth.

For the chain, $ss'+cc'=0$ gives $A=i(is^2\zeta'-i\tau c^2)=\tau c^2-s^2\zeta'$. Quadrature yields $\phi=2.416442$~rad and spectral differentiation $C=0.610591$~\AA$^2$. For $N=8$, $(2.094395/8)^2\times0.610591/6=6.975\times10^{-3}$~rad, against the actual $\phi_8-\phi=6.992\times10^{-3}$~rad. The remainder falls by a factor $16.0$ from $N=128$ to $256$, as $h^4$ requires. Halving $h$ quarters the leading error, so it cancels in $(4\phi_{64}-\phi_{32})/3=(4\times2.416551075-2.416878222)/3=2.416442026$~rad, $5\times10^{-8}$~rad below $\phi$. Two limits bracket the value. For $\Delta=0$, $s^2=c^2=\frac12$, and $\int\zeta'dk=0$ because $z$ does not encircle the origin when $t_2<t_1$, so $\phi=G\tau/2=\pi/2$. For $\Delta\to\infty$, $c\to1$ and $\phi=G\tau=\pi$.

On a nonuniform mesh $\lambda_j=\lambda(j/N)$ the factor $e^{-i\phi\sigma}$, $\sigma=j/N$, gives $A=\phi\,d\sigma/d\lambda$, which is not constant; constant $A$ needs $e^{-i\phi_N\lambda_j/L}$. For $k=G(\sigma+0.1\sin2\pi\sigma)$ and $N=200$, the largest deviation of a component from the exact constant-$A$ gauge is $4.4\times10^{-7}$ with this factor and $0.21$ with the per-link one.

\section{What the twist does in real space}

For a closed gauge of the band, let $\langle f\rangle_k=G^{-1}\int_0^Gf\,dk$ and $w(x)=\langle e^{ikx}u_\sigma\rangle_k$ at $x=na+\tau_\sigma$; on the mesh the average is $N^{-1}\sum_j$. The integrand is $e^{ikna}v_\sigma$ with periodic $v_\sigma=e^{ik\tau_\sigma}u_\sigma$. Writing $xe^{ikx}=-i\partial_ke^{ikx}$ and integrating by parts, with no boundary term by periodicity, gives $xw=\langle e^{ikx}\,iu_\sigma'\rangle_k$. Parseval's identity for the Fourier series in $n$ then gives
\begin{align}
\bar x&=\sum x|w|^2=\langle A\rangle_k=\phi/G=a\phi/2\pi,\\
\sum x^2|w|^2&=\langle\langle u'|u'\rangle\rangle_k=\langle g\rangle_k+\langle A^2\rangle_k,
\end{align}
the last step from $u'=Du-iAu$ and $\langle u|Du\rangle=0$. The spread is
\begin{equation}
\Omega=\langle g\rangle_k+\langle(A-\langle A\rangle_k)^2\rangle_k ,
\end{equation}
and since $g$ is gauge invariant, $\Omega$ is smallest for constant $A$: for an isolated band in one dimension the twisted gauge gives the maximally localized Wannier function. The same integration by parts applied to $\langle e^{ikx}b(k)u_\sigma\rangle_k$, followed by projection on the band, shows that $P\hat xP$ acts as $b\to ib'+Ab$. For constant $A$, $b=1$ is an eigenfunction with eigenvalue $\bar x$.

Here $\bar x=2.416442/2.094395=1.1538$~\AA\ $=2.1803$~bohr, between the midpoint of the strong bond ($\phi=\pi/2$) and site B ($\phi=\pi$). The twisted gauge has $\Omega=\langle g\rangle_k=0.8200$~\AA$^2$ $=2.9282$~bohr$^2$, the reference gauge $0.8200+0.0538=0.8738$~\AA$^2$. Diagonalizing $P\hat xP$ on an open chain of 60 cells gives, in the middle of the chain, the same centre within the cell and the same minimal spread; near the ends both differ.

Branch $m$ multiplies $\tilde u_j$ by $e^{-2\pi imj/N}=e^{-ik_jma}$, which turns $w(x)$ into $w(x-ma)$; for $m=1$ the centre is $4.1538$~\AA. The $N$ branches are the $N$ cells of a ring. There, with $\psi_j=N^{-1/2}e^{ik_jx}u_j$ and $\psi_N=\psi_0$, the factor $e^{-ihx}$ lowers $k$ by one step, so $\langle\psi_i|e^{-ih\hat x}|\psi_{j+1}\rangle=\delta_{ij}M_j$. The eigenvalue equation $\mu b_j=M_jb_{j+1}$ closes around the loop exactly when $\mu^N=\prod M_j$, so $\mu_m=|\prod M_j|^{1/N}e^{-i(\phi_N+2\pi m)/N}$. For $N=8$ the modulus is $0.9730$ and the phases are the link phases of the eight twisted gauges.

The tails show the effect of the seam. Without the twist, $\bar v(G)=e^{i\phi}\bar v(0)$ and integration by parts leaves a boundary term,
\begin{equation}
\langle e^{ikna}\bar v\rangle_k=\frac{(e^{i\phi}-1)\,\bar v(0)}{iGna}+O(n^{-2}).
\end{equation}
With $Ga=2\pi$ the norm in cell $n$ is $|\sin(\phi/2)|/\pi|n|$, and $\sum n^2|w|^2$ diverges in the continuum limit unless $\phi$ is a multiple of $2\pi$. At $N=1024$ the jump between the last and first mesh points is $1.8693$, against $2\sin(\phi/2)=1.8700$, and the amplitude in cell 40 is $7.40\times10^{-3}$, against the leading-order $7.44\times10^{-3}$. The mesh itself raises this amplitude by the factor $(\pi n/N)/\sin(\pi n/N)$, $0.25\%$ at $N=1024$; on much finer meshes it settles at $7.38\times10^{-3}$, $0.8\%$ below the leading order, while cell $-40$ has $7.50\times10^{-3}$, $0.8\%$ above, the $O(n^{-2})$ term entering with opposite sign on the two sides.

With the twist, $P=(1-H/E)/2$ is analytic until $E^2=\Delta^2+t_1^2+t_2^2+2t_1t_2\cos ka$ vanishes. At $k=\pi/a\pm i\kappa$, $\cos ka=-\cosh\kappa a$, so $\cosh\kappa a=(\Delta^2+t_1^2+t_2^2)/2t_1t_2$ and $\kappa a=0.7150$. The linear equation for $\tilde u$ makes $\tilde v$ analytic and periodic for $|\mathrm{Im}\,k|<\kappa$, and moving the contour to $\mathrm{Im}\,k=\pm\kappa'$ bounds $|w|$ by a constant times $e^{-\kappa'a|n|}$ for any $\kappa'<\kappa$. The amplitude falls from $6.5\times10^{-6}$ in cell 12 to $8.1\times10^{-12}$ in cell 30, a slope of $0.755$ per cell, $5.6\%$ above $\kappa a$. A power-law prefactor has the right size: at distance $q$ from the branch point $E\sim q^{1/2}$, so $s,c\sim q^{-1/4}$, while $A\sim q^{-1/2}$ is integrable and the gauge factor stays finite; $\int q^{-1/4}e^{-nq}dq\propto n^{-3/4}$ adds $\frac34\ln(30/12)/18\approx0.04$ to the slope. This exponent is a leading-order estimate and is not tested.

One output looks surprising. At $N=32$, $a\phi_N/2\pi=1.153974$~\AA, yet the real-space centre of the function built from the same twisted states is $1.153766$~\AA, the continuum value. Write $\tilde u_j=e^{i\gamma_j}u(k_j)$ in the reference gauge, so $\gamma_{j+1}-\gamma_j=F(k_j)-\phi_N/N$ with $F(k)=-\arg\langle u(k)|u(k+h)\rangle=\sum_nF_ne^{inak}$, periodic and, for nonzero overlaps, analytic near the real axis. With $ah=2\pi/N$ define
\begin{equation}
\gamma(k)=\sum_{n\neq0\ (\mathrm{mod}\ N)}\frac{F_n\,e^{inak}}{e^{inah}-1}.
\end{equation}
The denominators are at least $2\sin(\pi/N)$ in modulus, so $\gamma$ is analytic and periodic like $F$. On the mesh $\gamma(k_j+h)-\gamma(k_j)$ is $F(k_j)$ minus the terms with $n$ a multiple of $N$, where $e^{inak_j}=1$; their sum is the mesh average of $F$, which for this chain is $\phi_N/N$ (in general $\sum_jF(k_j)$ equals $\phi_N$ only up to a multiple of $2\pi$, which selects another branch). The mesh gauge thus samples the analytic gauge $e^{i\gamma}u$, whose centre is $\langle A-\gamma'\rangle_k=\phi/G$. Sampling superposes copies of its Wannier function displaced by $N$ cells, which changes the centre by an amount exponentially small in $N$. The $h^2$ error belongs to the overlap estimate of $\phi$, and in the states it survives only as a periodic $O(h^2)$ variation of $A$, which raises $\Omega$ at order $h^4$.

The limits in $\Delta$, the second-parameter statement, the expansion of $|M|$ and the $h^4$ rise of $\Omega$ are derived only. The program whose output follows tests the discrete phase, the equal-link gauge, the $h^2$ error law, the centre, spread, branches and tail amplitudes by independent routes, including integration of $\bar u'=P'\bar u$ on a random three-level loop, where $\phi_{200}-\phi=-1.5023\times10^{-5}$~rad against $h^2C/6=-1.5024\times10^{-5}$~rad.

\section*{Table of computed values}
\begin{verbatim}
a = 3.0 A, tau = 1.5 A, G = 2.094395 1/A
t1 = 1.0 eV, t2 = 0.6 eV, Delta = 0.4 eV, gap = 1.131371 eV
N=8, reference gauge: j, |M_j|, arg M_j (rad), beta_j+1 (rad)
  0  0.998713  -0.354079  +0.354079
  1  0.997135  -0.342572  +0.696652
  2  0.986795  -0.305091  +1.001743
  3  0.912157  -0.209974  +1.211717
  4  0.912157  -0.209974  +1.421691
  5  0.986795  -0.305091  +1.726782
  6  0.997135  -0.342572  +2.069354
  7  0.998713  -0.354079  +2.423434
phi_8 = 2.423434 rad, link phase after twist = -0.302929 rad
sum arg^2: reference 0.759795, twisted 0.734129 rad^2
ring eigenvalue modulus N=8 = 0.973022
phi (quadrature) = 2.416442079 rad = 0.769177 pi
C = 0.610591 A^2
N=8: phi_N = 2.423433585, error +6.9915e-03, h^2 C/6 +6.9749e-03 rad
N=16: phi_N = 2.418189167, error +1.7471e-03, h^2 C/6 +1.7437e-03 rad
N=32: phi_N = 2.416878222, error +4.3614e-04, h^2 C/6 +4.3593e-04 rad
N=64: phi_N = 2.416551075, error +1.0900e-04, h^2 C/6 +1.0898e-04 rad
N=128: phi_N = 2.416469325, error +2.7246e-05, h^2 C/6 +2.7246e-05 rad
N=256: phi_N = 2.416448890, error +6.8115e-06, h^2 C/6 +6.8114e-06 rad
remainder ratio N=128/256 = 16.000
Richardson 32,64 = 2.416442026 rad, error -5.33e-08 rad
centre = 1.153766 A = 2.180302 bohr; PxP open chain = 1.153766 A
N=32: a phi_N/2pi = 1.153974 A, real-space centre = 1.153766 A
centre on branch m=1 = 4.153766 A
<g> = 0.819978 A^2 = 2.928193 bohr^2
spread twisted = 0.819978 A^2, PxP = 0.819978 A^2
var A = 0.053785 A^2, spread reference gauge = 0.873763 A^2
seam jump untwisted N=1024 = 1.86930, 2 sin(phi/2) = 1.86997
max second difference/h^2: N=256 6.3743, N=512 6.3798 A^2
kappa a = 0.71497, kappa = 0.23832 1/A, slope cells 12-30 = 0.75535 per cell
amplitude twisted: cell 12 6.516e-06, cell 30 8.114e-12
amplitude untwisted cell 40 = 7.40213e-03, formula 7.44039e-03
nonuniform N=200 deviation: by k 4.40e-07, per link 0.2056
three-level: state error ratio 3.999, phase error -1.5023e-05, formula -1.5024e-05 rad
spin polygon: solid angle 1.664507 sr, phase -0.832254 rad
\end{verbatim}
